# The Pseudo-Jahn-Teller Criterion and the Pyramidal Shape of Ammonia

Place the nitrogen nucleus of ammonia in the plane of the three hydrogens. By symmetry there is no force on it along the normal: up and down are equivalent. The electronic ground state is non-degenerate, so a degeneracy cannot split to give the energy a linear slope. Yet the molecule folds into a pyramid. Symmetry alone would allow the planar arrangement to be a local minimum, but the calculations below show that it is a maximum of the energy along the folding coordinate. The question is what makes the curvature negative.

The nuclei are clamped throughout, and \(H\) includes their mutual repulsion. The algebra is in atomic units; numbers are in eV and Å. Wavefunctions are real, and primes on \(H\) denote derivatives with respect to the distortion \(q\), taken at \(q=0\).

## 1. Two states and one coordinate

Take two electronic states of opposite parity under the reflection that turns \(q\) into \(-q\). At \(q=0\) their energies are \(-\Delta\) and \(+\Delta\), so the gap is \(2\Delta\) and \(\Delta>0\) is the half-gap. Diagonal elements of the Hamiltonian must be even in \(q\), and the off-diagonal element must be odd. Keep the lowest power of each and give both states the same force constant \(K_0>0\) for now:

\[
H(q)=\begin{pmatrix}\tfrac12K_0q^2-\Delta & Fq\\ Fq & \tfrac12K_0q^2+\Delta\end{pmatrix}.
\]

\(K_0\) is the bare force constant, felt when the states do not mix, and \(F\) is the linear vibronic coupling. With \(\lambda=E-\tfrac12K_0q^2\), the secular equation is

\[
(-\Delta-\lambda)(\Delta-\lambda)-F^2q^2=\lambda^2-\Delta^2-F^2q^2=0,
\]

and the two energy surfaces are

\[
E_\pm(q)=\tfrac12K_0q^2\pm\sqrt{\Delta^2+F^2q^2}.
\]

For small \(q\), write the root as \(\Delta\sqrt{1+x}\) with \(x=F^2q^2/\Delta^2\), and use \(\sqrt{1+x}=1+x/2-x^2/8+\dots\):

\[
E_-(q)=-\Delta+\tfrac12\left(K_0-\frac{F^2}{\Delta}\right)q^2+\frac{F^4}{8\Delta^3}q^4+\dots
\]

The lower curvature is \(K=K_0-F^2/\Delta\). The symmetric geometry is a maximum along \(q\) when

\[
\boxed{\frac{F^2}{\Delta}>K_0 .}
\]

This is the pseudo-Jahn-Teller criterion. The half-gap appears because the coupling lowers the energy by \(F^2q^2/(2\Delta)\), the squared matrix element over the full gap, while a curvature is twice the coefficient of \(q^2\). The upper surface has curvature \(K_0+F^2/\Delta\): it stiffens by as much as the lower one softens.

**Limits.** For \(F\to0\), or \(\Delta\to\infty\) at fixed \(F\), the curvature returns to \(K_0\) and the symmetric form is stable. For \(\Delta\to0\) the lower surface becomes \(\tfrac12K_0q^2-|Fq|\). It has a cusp at \(q=0\), and any non-zero coupling distorts the system, as in a true degeneracy. A finite gap replaces this certainty by a threshold.

**Unequal force constants.** Let the excited state have the constant \(K_1\) instead. The difference of the diagonal elements is then \(2\Delta+\tfrac12(K_1-K_0)q^2\). The energy lowering \(F^2q^2/(\text{gap})\) already carries a factor \(q^2\), so the correction to the gap enters at order \(q^4\). The ground-state criterion is unchanged and contains the ground-state constant \(K_0\).

## 2. Beyond the threshold

The slope of the lower surface is

\[
\frac{dE_-}{dq}=q\left(K_0-\frac{F^2}{\sqrt{\Delta^2+F^2q^2}}\right).
\]

If \(F^2/\Delta\le K_0\), the bracket is positive for every \(q\neq0\), because the root then exceeds \(\Delta\). The point \(q=0\) is the only minimum, also in the marginal case of equality. If \(F^2/\Delta>K_0\), the bracket vanishes where the root equals \(F^2/K_0\). Squaring gives \(\Delta^2+F^2q_0^2=F^4/K_0^2\), hence

\[
q_0^2=\frac{F^2}{K_0^2}-\frac{\Delta^2}{F^2}.
\]

At these two minima, \(\pm q_0\), the energy is

\[
E_-(q_0)=\frac{F^2}{2K_0}-\frac{K_0\Delta^2}{2F^2}-\frac{F^2}{K_0}
=-\frac{F^2}{2K_0}-\frac{K_0\Delta^2}{2F^2}.
\]

The well depth \(D=E_-(0)-E_-(q_0)\) follows with \(E_-(0)=-\Delta\):

\[
D=\frac{F^2}{2K_0}-\Delta+\frac{K_0\Delta^2}{2F^2}
=\frac{K_0}{2F^2}\left(\frac{F^2}{K_0}-\Delta\right)^2 .
\]

Let \(w\) be the weight of the excited state in the lower eigenvector. Since \(\partial H/\partial\Delta\) is diagonal with elements \(-1\) and \(+1\), its expectation value is \(w-(1-w)=2w-1\). By the Hellmann-Feynman theorem this equals \(\partial E_-/\partial\Delta=-\Delta/\sqrt{\Delta^2+F^2q^2}\). At the minimum the root is \(F^2/K_0\), so

\[
w=\tfrac12\left(1-\frac{K_0\Delta}{F^2}\right).
\]

**Limits.** For \(\Delta\to0\) these give \(q_0=|F|/K_0\), \(D=F^2/(2K_0)\) and \(w=1/2\), as the cusped surface requires. Near threshold, set \(F^2/(K_0\Delta)=1+\varepsilon\). Then

\[
D=\frac{\Delta\,\varepsilon^2}{2(1+\varepsilon)},
\]

so the depth starts quadratically in the excess \(\varepsilon\) and is sensitive to small errors in the parameters.

## 3. Many excited states

A molecule has many excited states. Expand its Hamiltonian matrix in a fixed set of orthonormal labels:

\[
H(q)=H_0+qH'+\tfrac12q^2H''+\dots
\]

Let \(|0\rangle\) and \(|n\rangle\) be the eigenstates of \(H_0\), with energies \(E_0<E_n\). Reflection reverses \(q\), so \(H'\) is odd and \(H''\) is even. A non-degenerate ground state has definite parity, hence \(\langle0|H'|0\rangle=0\), and \(H'\) connects it to states of opposite parity only.

Write \(|\psi\rangle=|0\rangle+q|\psi_1\rangle+q^2|\psi_2\rangle+\dots\), with the corrections orthogonal to \(|0\rangle\), and \(E=E_0+q\epsilon_1+q^2\epsilon_2+\dots\). The terms linear in \(q\) give

\[
(H_0-E_0)|\psi_1\rangle+H'|0\rangle=\epsilon_1|0\rangle .
\]

Projection on \(\langle0|\) gives \(\epsilon_1=0\). Projection on \(\langle n|\), with \(F_n=\langle n|H'|0\rangle\), gives

\[
\langle n|\psi_1\rangle=-\frac{F_n}{E_n-E_0}.
\]

The terms in \(q^2\) are

\[
(H_0-E_0)|\psi_2\rangle+H'|\psi_1\rangle+\tfrac12H''|0\rangle=\epsilon_2|0\rangle .
\]

Projection on \(\langle0|\) removes the first term. The curvature is \(K=2\epsilon_2\), so with \(K_0=\langle0|H''|0\rangle\) and \(2\Delta_n=E_n-E_0\),

\[
K=K_0-2\sum_n\frac{F_n^2}{E_n-E_0}=K_0-\sum_n\frac{F_n^2}{\Delta_n}.
\]

With one excited state this is the earlier result. Every term of the sum softens the ground state, since every \(\Delta_n\) is positive.

One state, \(n=1\), can be kept explicitly and the rest folded into a renormalised constant:

\[
K_b=K_0-\sum_{n\ge2}\frac{F_n^2}{\Delta_n},\qquad K<0\iff\frac{F_1^2}{\Delta_1}>K_b .
\]

**What depends on the basis.** The electronic basis may follow the nuclei in different ways. Changing the orthonormal basis by \(e^{qA}\), with \(A\) real and antisymmetric, replaces \(H\) by \(e^{-qA}He^{qA}\). Its first derivative is \(H'+H_0A-AH_0\), so

\[
F_n\to F_n+(E_n-E_0)A_{n0}.
\]

The eigenvalues, and hence \(K\), do not change, but the division of \(K\) into \(K_0\) and a coupling sum does. The choice \(A_{n0}=-F_n/(E_n-E_0)\) would even remove the coupling and put all of \(K\) into the bare constant. Saying that mixing causes an instability therefore has meaning only after the basis has been specified.

## 4. Ammonia: coordinate, basis and symmetry

Let \(q\) be the height of nitrogen above the hydrogen plane at fixed N–H length \(r\). The hydrogens lie at distance \(\rho=\sqrt{r^2-q^2}\) from the axis. The length \(r=1.026\) Å is the optimum for the planar molecule.

Fixing \(r\) does not affect the curvature. Near the planar optimum, a length change \(s\) adds \(\tfrac12k_rs^2+c\,sq^2\) to the energy, with no term linear in \(s\) alone. Minimising over \(s\) gives \(s=-cq^2/k_r\) and an energy change \(-c^2q^4/(2k_r)\), which is of fourth order. Relaxing \(r\) can deepen the well, but it cannot change \(K\).

The electronic states come from full configuration interaction (CI) of the eight valence electrons in the STO-3G basis, with the nitrogen 1s function frozen. The remaining seven functions are orthogonalised to it, then symmetrically among themselves, and are carried along by the atoms. This specifies the basis in the sense of section 3.

Of these seven orbitals, only nitrogen \(2p_z\) is odd under reflection in the molecular plane. The parity of a determinant is therefore that of its number of \(2p_z\) electrons. The planar ground state is even and holds 1.995 such electrons on average: nearly a full lone pair. Every state that couples to it linearly holds exactly one.

The two-centre picture of bonding suggests why the coupling is linear. The component of \(2p_z\) pointing along a bond is proportional to \(q/r\), and only this component has a matrix element with the hydrogen 1s function. In the plane it vanishes; folding switches it on. The in-plane \(p\) orbitals meanwhile lose part of their alignment with the bonds, by a factor \(\sqrt{1-q^2/r^2}\), which favours a positive \(K_0\). The hydrogens also move closer together, and their nuclear repulsion alone has a curvature of \(23.1\) eV/Å\(^2\), about half of the \(K_0\) found below. This picture is a guide; the numbers below do not rely on it.

## 5. The criterion in numbers

The bare constant is \(K_0=43.25\) eV/Å\(^2\), and the coupling sum over all odd states is \(57.45\) eV/Å\(^2\). Hence

\[
K=43.25-57.45=-14.2\ \text{eV/Å}^2=-0.146\ E_h/a_0^2 .
\]

The curvature taken directly from the lowest CI eigenvalue agrees, which tests the sum over states.

One excited state supplies 97% of the sum. It has a gap of \(11.642\) eV, so \(\Delta=5.821\) eV, and a coupling \(F=18.00\) eV/Å:

\[
\frac{F^2}{\Delta}=\frac{(18.00)^2}{5.821}\approx55.7\ \text{eV/Å}^2 .
\]

This exceeds \(K_0\) by a factor 1.29, so this state alone suffices. Folding in the others gives \(K_b=43.25-(57.45-55.68)\approx41.5\) eV/Å\(^2\) and a ratio \(F^2/(\Delta K_b)=1.34\).

The transition density identifies the state. An electron leaves \(2p_z\) for an orbital with amplitude \(0.645\) on nitrogen 2s and \(-0.441\) on each hydrogen. The opposite signs mark the N–H antibonding combination. These amplitudes are normalised to a unit vector. Before normalisation, half the squared norm of the transition vector, which is one for a pure singlet single excitation out of a full orbital, is 0.92. The leading state is thus mainly a lone-pair to antibonding excitation.

**Mixing switched off.** Delete the matrix elements between the even and odd sectors at every \(q\). Within the even sector \(H'\) has no elements, and \(H''\) can mix states only with an energy effect of order \(q^4\). The curvature must then be \(K_0\), and the lowest even eigenvalue does give \(43.25\) eV/Å\(^2\). At \(q=0.3\) Å this unmixed energy lies 2.00 eV above the planar one, while the full CI energy lies 0.50 eV below it. In the stated basis, mixing between the sectors is what turns the planar minimum into a maximum. The individual numbers depend strongly on that basis. Orthogonalising the nitrogen functions first and the hydrogen functions to them gives \(K_0=12.3\) eV/Å\(^2\); the reverse order gives \(69.5\) eV/Å\(^2\). The same state then supplies 99% and 94% of the sum and exceeds \(K_0\) by factors 2.14 and 1.14, while \(K=-14.2\) eV/Å\(^2\) in every case.

**A stable case.** Planar BH\(_3\), treated in the same way, has \(K_0=19.6\) and a coupling sum of \(6.1\) eV/Å\(^2\). The criterion is not met, and \(K=+13.5\) eV/Å\(^2\). Vibronic coupling is present there too, but it only softens the planar minimum. The value is a minimal-basis one: MP2 in the cc-pVDZ and cc-pVTZ bases gives about \(+12\) eV/Å\(^2\).

## 6. How far the two-level model reaches

With \(K_b\) in place of \(K_0\), section 2 predicts the pyramid. First, \(F^2/K_b=324.1/41.47=7.815\) eV. Then

\[
q_0=\sqrt{\frac{324.1}{41.47^2}-\frac{5.821^2}{324.1}}\approx0.29\ \text{Å},
\]

\[
D=\frac{41.47}{2(324.1)}(7.815-5.821)^2\approx0.25\ \text{eV},\qquad
w=\tfrac12\left(1-\frac{5.821}{7.815}\right)\approx0.13 .
\]

The CI energy along the same path has its minimum at \(0.45\) Å, with depth \(0.73\) eV and a weight of \(0.30\) in odd states, nearly all of it (\(0.29\)) in the leading state. Evaluated at that larger \(q\), the model weight is \(0.21\). The model has the correct curvature at \(q=0\), but only about a third of the CI well depth.

Part of the sensitivity is visible in the near-threshold formula. Here \(\varepsilon=0.34\). Raising \(F^2/(K_b\Delta)\) by 10% at fixed \(\Delta\) would raise the model depth from 0.25 to 0.45 eV.

The origin of the discrepancy can be narrowed down. Anharmonicity of the unmixed ground state has the wrong sign: at \(q=0.3\) Å its energy, 2.00 eV, is slightly above the harmonic 1.95 eV. Unequal bare constants have the right sign. In the stated basis the excited state has \(K_1=35.5\) eV/Å\(^2\), below \(K_0\), so the difference of the two diagonal elements shrinks on folding; with the nitrogen functions orthogonalised first, the order of \(K_0\) and \(K_1\) is reversed. Expanding the energy lowering with the gap of section 1,

\[
-\frac{F^2q^2}{2\Delta+\frac12(K_1-K_0)q^2}
=-\frac{F^2q^2}{2\Delta}+\frac{F^2(K_1-K_0)}{8\Delta^2}q^4+\dots
\]

The quartic coefficient is \(324.1(35.5-43.2)/(8\times33.9)\approx-9\) eV/Å\(^4\). At \(q=0.2\) Å it contributes about \(-0.015\) eV. Diagonalising the two-by-two matrix with the upper constant lowered by \(K_0-K_1\) includes the higher orders and gives \(-0.012\) eV, whereas the CI energy is \(0.062\) eV below the model. Taken alone, this would be roughly a fifth of the difference. But the anharmonicity of the unmixed ground state contributes about \(+0.010\) eV at the same \(q\) and cancels most of it. These two corrections together therefore leave most of the difference unexplained. The main missing piece is the coupling of the leading odd state to the excited even states, which softens it further. At \(q=0.2\) Å the element between the two model states equals \(Fq\) to within \(0.001\) eV. Diagonalising in the space of all even states plus the leading odd state, with the shift from \(K_0\) to \(K_b\) added, gives an energy \(0.067\) eV below the model, close to the \(0.062\) eV of the full CI.

The bond angle follows from the H–H distance \(\sqrt3\rho\):

\[
\sin\frac{\alpha}{2}=\frac{\sqrt3\,\rho}{2r}.
\]

For \(q=0\) this gives \(120^\circ\), as it must. At the CI minimum \(\rho=\sqrt{1.026^2-0.454^2}=0.920\) Å, and \(\alpha\approx102^\circ\).

## 7. What the electronic-structure level leaves out

The minimal basis has a single fixed radial function for each valence orbital and contains no Rydberg functions. The gap of 11.6 eV therefore belongs to this valence model and should not be read as an observed excitation energy of ammonia.

Releasing the frozen core changes the STO-3G depth, at the same two geometries, from 0.73 to 0.70 eV. A calculation with second-order Møller-Plesset theory (MP2) in the larger cc-pVDZ basis also finds the planar form unstable, with \(K=-8.3\) eV/Å\(^2\). Its minimum lies at \(0.40\) Å, with a depth of \(0.33\) eV and an angle of \(105^\circ\), again at fixed planar bond length.

The sign of the curvature thus survives the change of level, while the depth falls to less than half. Most of the reduction comes from the basis: MP2 in STO-3G still gives a depth of \(0.60\) eV and \(K=-12.4\) eV/Å\(^2\). The cc-pVDZ result is not converged either. MP2 in cc-pVTZ gives \(K=-6.9\) eV/Å\(^2\), a minimum at \(0.36\) Å, a depth of \(0.23\) eV and an angle of \(107^\circ\); in aug-cc-pVDZ it gives \(-6.2\) eV/Å\(^2\), \(0.37\) Å, \(0.21\) eV and \(107^\circ\). Correlation beyond second order is still missing. Zero-point motion and tunnelling between the two pyramids lie outside the clamped-nuclei criterion, which decides only the sign of the curvature at the planar geometry, not the nuclear quantum state. The main computed values are listed in the numerical output below.

## Calculated quantities

```
NH3, full valence CI, STO-3G, planar reference
planar N-H length r              1.0260 A
determinants: even, odd          625, 600
2pz electrons in ground state    1.9946
bare constant K0                 43.246 eV/A^2
curvature with mixing off        43.246 eV/A^2
sum of F_n^2/D_n, all states     57.452 eV/A^2
K from the sum over states       -14.206 eV/A^2
K from the lowest eigenvalue     -14.206 eV/A^2
K in atomic units                -0.1462 Eh/a0^2
Leading excited state of NH3
gap 2D                           11.642 eV
half-gap D                       5.821 eV
coupling F                       18.003 eV/A
F^2/D                            55.676 eV/A^2
share of the whole sum           0.9691
F^2/(D K0), this state alone     1.2874
K_b, other states folded in      41.471 eV/A^2
F^2/(D K_b)                      1.3425
its own bare constant            35.515 eV/A^2
weight of single excitation      0.9186
target orbital: N 2s, each H 1s  0.645, -0.441
Pyramidal minimum of NH3: full valence CI | two-level model
height q                         0.454 | 0.290 A
well depth                       0.726 | 0.254 eV
weight of odd states             0.2950 | 0.1276
H-N-H angle, full valence CI     101.9 degrees
depth, all-electron full CI      0.698 eV
model quartic F^4/(8D^3)         66.57 eV/A^4
Energy above planar in eV: q (A), CI, model, mixing off, K0 q^2/2
  0.1    -0.069   -0.065    0.217    0.216
  0.2    -0.256   -0.194    0.875    0.865
  0.3    -0.498   -0.253    1.999    1.946
  0.4    -0.690   -0.121    3.630    3.460
  0.5    -0.694    0.285    5.833    5.406
BH3, same treatment
planar B-H length                1.1833 A
bare constant K0                 19.593 eV/A^2
sum of F_n^2/D_n                 6.066 eV/A^2
K from the lowest eigenvalue     13.527 eV/A^2
NH3, MP2/cc-pVDZ
planar N-H length                1.0024 A
planar curvature K               -8.300 eV/A^2
minimum height q                 0.402 A
well depth                       0.329 eV
H-N-H angle                      105.0 degrees
```
